# Counting the real RHF solutions of stretched minimal-basis LiH

**Question**

I am studying how an SCF calculation can have more than one solution. My example is LiH with a frozen Li\(^+\) core, so two valence electrons share one spatial orbital built from two functions, Li 2s and H 1s. I write the orbital as \(a+t\,b\) and differentiate the energy with respect to \(t\). The numerator seems to have fifth degree, and I cannot see how many of its roots are real, or whether each one is a genuine SCF solution.

How many real stationary solutions are there as the bond is stretched from 1.5 to 10 bohr? Which are minima, and can I tell from the orbital energies?

**Answer**

**The energy as a function of one ratio**

I use Hartree atomic units and STO-3G functions, without Li 2p. The core orbital \(c\) is the RHF 1s orbital of the free Li\(^+\) ion, held fixed. Function \(a\) is Li 2s and \(b\) is H 1s, each made orthogonal to \(c\) and normalized. They are real, with overlap \(s=\langle a|b\rangle\) and \(|s|<1\).

For two doubly occupied orthogonal orbitals \(c\) and \(\psi\), the interaction between the pairs is \(4(cc|\psi\psi)-2(c\psi|c\psi)\). This is twice the expectation value of \(2J_c-K_c\) in \(\psi\). The core field can therefore be absorbed in the one-electron operator \(h\), which contains kinetic energy, nuclear attraction and \(2J_c-K_c\). What remains, the core's own energy and the nuclear repulsion, is \(E_{\rm core}\).

The normalized valence orbital is

\[
\psi=\frac{a+tb}{\sqrt N},\qquad N=1+2st+t^2 .
\]

Substitution into \(E=E_{\rm core}+2\langle\psi|h|\psi\rangle+(\psi\psi|\psi\psi)\) gives

\[
E=E_{\rm core}+\frac{2H}{N}+\frac{G}{N^2},\qquad
H=h_{aa}+2h_{ab}t+h_{bb}t^2 ,
\]

where \(G=g_0+g_1t+g_2t^2+g_3t^3+g_4t^4\). Collecting equal integrals over real functions gives

\[
\begin{aligned}
g_0&=(aa|aa), & g_1&=4(aa|ab),\\
g_2&=2(aa|bb)+4(ab|ab), & g_3&=4(ab|bb),\\
g_4&=(bb|bb).
\end{aligned}
\]

**Why the fifth degree disappears**

The quotient rule gives

\[
\frac{dE}{dt}=\frac{P}{N^3},\qquad
P=2(H'N-HN')N+(G'N-2GN').
\]

Take the one-electron bracket first:

\[
\begin{aligned}
H'N&=(2h_{ab}+2h_{bb}t)(1+2st+t^2),\\
HN'&=(h_{aa}+2h_{ab}t+h_{bb}t^2)(2s+2t).
\end{aligned}
\]

The cubic terms are both \(2h_{bb}t^3\) and cancel. The remaining powers give

\[
H'N-HN'=2(u_0+u_1t+u_2t^2),
\]
\[
u_0=h_{ab}-sh_{aa},\quad u_1=h_{bb}-h_{aa},\quad u_2=sh_{bb}-h_{ab}.
\]

In the repulsion part, \(G'N\) and \(2GN'\) both contain \(4g_4t^5\). These are your fifth-degree terms, and they cancel too. Power by power, the difference is

\[
\begin{aligned}
t^0:&\quad g_1-4sg_0\\
t^1:&\quad (2g_2+2sg_1)-(4sg_1+4g_0)=2g_2-2sg_1-4g_0\\
t^2:&\quad (3g_3+4sg_2+g_1)-(4sg_2+4g_1)=3(g_3-g_1)\\
t^3:&\quad (4g_4+6sg_3+2g_2)-(4sg_3+4g_2)=4g_4+2sg_3-2g_2\\
t^4:&\quad (8sg_4+3g_3)-(4sg_4+4g_3)=4sg_4-g_3 .
\end{aligned}
\]

Adding \(4(u_0+u_1t+u_2t^2)(1+2st+t^2)\) gives \(P=\sum_{k=0}^4p_kt^k\) with

\[
\begin{aligned}
p_0&=4u_0+g_1-4sg_0,\\
p_1&=4(u_1+2su_0)+2g_2-2sg_1-4g_0,\\
p_2&=4(u_0+2su_1+u_2)+3(g_3-g_1),\\
p_3&=4(u_1+2su_2)+4g_4+2sg_3-2g_2,\\
p_4&=4u_2+4sg_4-g_3 .
\end{aligned}
\]

**Two or four solutions**

The value \(t=\infty\) means \(\psi=b\), an ordinary orbital, so it must not be lost. An angle treats it on the same footing as the others. Let \(b_\perp=(b-sa)/\sqrt{1-s^2}\), which is normalized and orthogonal to \(a\). Then

\[
a+tb=(1+st)a+t\sqrt{1-s^2}\,b_\perp,\qquad
\tan\alpha=\frac{t\sqrt{1-s^2}}{1+st}.
\]

Differentiating, with \((1+st)^2+(1-s^2)t^2=N\), gives

\[
\frac{d\alpha}{dt}=\frac{\sqrt{1-s^2}}{N},\qquad
\frac{dE}{d\alpha}=\frac{P}{N^2\sqrt{1-s^2}} .
\]

As \(|t|\to\infty\), the slope tends to \(p_4/\sqrt{1-s^2}\). Thus \(t=\infty\) is stationary if and only if \(p_4=0\), and it then counts as a root.

Changing \(\alpha\) by \(\pi\) merely changes the sign of \(\psi\), so the distinct orbitals form a closed circle. A continuous, non-constant energy on a circle has a maximum and a minimum, hence at least two real roots. Non-real roots of a real polynomial come in conjugate pairs. The number of real roots, counted with multiplicity, is therefore two or four.

The discriminant separates the cases. For \(p_4\ne0\) it is

\[
\Delta=p_4^6\prod_{i<j}(t_i-t_j)^2 .
\]

Four distinct real roots make it positive. With two distinct real roots and a pair \(z,\bar z\), the factor \((z-\bar z)^2\) is negative, while the factors joining a real root to the pair multiply to positive numbers. So \(\Delta<0\) means two solutions and \(\Delta>0\) means four. Two non-real pairs would also give \(\Delta>0\), but the circle argument excludes them.

The extra pair needs electron repulsion. With all \(g_k=0\), \(P=4(u_0+u_1t+u_2t^2)N\). Since \(N>0\), only the quadratic factor can have real roots, and these are the two eigenvectors of \(h\).

**Is every root an SCF solution?**

Yes, within the valence space. Let \(o\) be the occupied orbital and \(v\) the valence orbital orthogonal to it. Rotate \(o\) into \(o\cos\theta+v\sin\theta\). To first order in \(\theta\), the energy changes by \(\theta[4h_{ov}+4(oo|ov)]\). The valence Fock matrix is \(F_{pq}=h_{pq}+2(pq|oo)-(po|qo)\), so \(F_{ov}=h_{ov}+(oo|ov)\), and

\[
\left.\frac{dE}{d\theta}\right|_0=4F_{ov}.
\]

A stationary energy means \(F_{ov}=0\). Then \(o\) and \(v\) diagonalize \(F\), which is the Roothaan condition. Nothing here requires \(o\) to be the lower of the two orbitals.

**A worked count at 3 bohr**

The integrals are in the numerical output below. With \(s=0.39266\),

\[
\begin{aligned}
u_0&=-0.35809+0.39266(0.47003)=-0.17353,\\
u_1&=-0.78914+0.47003=-0.31911,\\
u_2&=-0.39266(0.78914)+0.35809=0.04823 .
\end{aligned}
\]

The first coefficient is then

\[
p_0=4(-0.17353)+4(0.11251)-4(0.39266)(0.28225)=-0.6874 .
\]

The others follow in the same way:

\[
P=-0.6874-1.5966t-0.1640t^2+0.9831t^3+0.5180t^4 .
\]

Its real roots are \(t=-0.52203\) and \(t=1.21121\), with sum \(0.68918\) and product \(-0.63229\). Dividing out their quadratic factor leaves

\[
P=0.5180\,(t^2-0.6892t-0.6323)(t^2+2.5870t+2.0987).
\]

The last factor has discriminant \(2.5870^2-4(2.0987)=-1.70\), so it has no real root. There are two solutions at this bond length.

For the positive root, \(N=3.4182\), \(H=-2.4951\) and \(G=5.3468\). Hence

\[
E=-6.8020+\frac{2(-2.4951)}{3.4182}+\frac{5.3468}{3.4182^2}
=-7.8043\ \text{hartree}.
\]

This is the bonding minimum. The other root, at \(-7.2412\) hartree, is the maximum.

**Four solutions at 10 bohr**

Here \(P(t)\) is positive for large \(|t|\), because \(p_4=0.0182>0\). The printed coefficients also give

\[
P(-2)\approx-8.39,\quad P(-0.5)\approx0.72,\quad P(0)\approx-0.02,\quad P(2)\approx8.95 .
\]

Along the \(t\) axis the signs run \(+,-,+,-,+\), so there are four real roots:

- \(t=-85.1\): \(E=-7.3939\) hartree, a maximum with both valence electrons essentially on H.
- \(t=-1.101\): \(E=-7.5631\) hartree, a minimum with an antibonding sign.
- \(t=-0.0114\): \(E=-7.3132\) hartree, a maximum with both valence electrons essentially on Li.
- \(t=1.097\): \(E=-7.5763\) hartree, the lower, bonding minimum.

The separated limit shows where this pattern comes from. If \(s\), \(h_{ab}\) and every integral containing the product \(ab\) vanish, then \(p_0=p_2=p_4=0\), and

\[
\begin{aligned}
p_1&=4[h_{bb}+(aa|bb)-h_{aa}-(aa|aa)],\\
p_3&=4[h_{bb}+(bb|bb)-h_{aa}-(aa|bb)],\\
P&=t(p_1+p_3t^2).
\end{aligned}
\]

The ionic orbitals \(t=0\) and \(t=\infty\) are always stationary in this limit. Two more solutions, \(t=\pm\sqrt{-p_1/p_3}\), exist if \(p_1\) and \(p_3\) have opposite signs. With the 10 bohr integrals, \(p_1=-1.8752\) and \(p_3=1.5522\), so \(t\approx\pm1.099\). The small neglected terms shift these values to the printed \(1.097\) and \(-1.101\). When the signs of \(p_1\) and \(p_3\) are equal, a separated system keeps just the two ionic solutions, so four is not a universal large-distance count.

**Where the count changes**

The discriminant changes sign once on a scan from 1.5 to 10 bohr in steps of 0.1 bohr. Refining that crossing gives

\[
R_c=4.139\ \text{bohr}=2.190\ \text{Å}.
\]

The count is two at the sampled lengths below \(R_c\) and four at those above it. A scan cannot exclude two further crossings inside one step. As a separate test, the extrema of the full four-electron determinant energy were counted around the circle at ten bond lengths, and they agree with the quartic.

At \(R_c\) a double root appears at \(t_c=-1.701\). Near an ordinary double root, the leading terms are

\[
P\approx A(R-R_c)+B(t-t_c)^2,\qquad A,B\ne0 .
\]

Setting this to zero gives a root separation proportional to \(\sqrt{R-R_c}\) on the four-solution side. Four times the distance from \(R_c\) should double the separation, and the calculated ratio is 2.0000.

Two equivalent atoms behave differently. Symmetry then gives \(p_0=-p_4\), \(p_1=-p_3\) and \(p_2=0\), so

\[
P=(t^2-1)[p_4(t^2+1)+p_3t].
\]

The roots \(t=\pm1\) are fixed by symmetry. For \(p_4\ne0\), the bracket has two distinct real roots when \(|p_3|>2|p_4|\). At \(p_3=2p_4\) it becomes \(p_4(t+1)^2\), so the new pair emerges from the existing solution \(t=-1\) as a triple root. In LiH the pair appears away from the existing solutions.

**What the orbital gap can tell you**

Differentiating \(dE/d\alpha\) once more at a root, where \(P=0\), gives

\[
E''=\frac{P'(t)}{N(1-s^2)} .
\]

The sign of \(P'\) therefore separates minima from maxima when the root is simple. To connect this with orbital energies, expand the rotated orbital density to second order:

\[
\psi^2=o^2(1-\theta^2)+2ov\,\theta+v^2\theta^2 .
\]

The \(\theta^2\) coefficient of the energy is

\[
2(h_{vv}-h_{oo})-2(oo|oo)+4(ov|ov)+2(oo|vv),
\]

and \(E''\) is twice this. Now insert \(\varepsilon_o=h_{oo}+(oo|oo)\) and \(\varepsilon_v=h_{vv}+2(oo|vv)-(ov|ov)\). The \((oo|oo)\) terms cancel, leaving

\[
E''=4[\varepsilon_v-\varepsilon_o+3(ov|ov)-(oo|vv)] .
\]

A minimum thus requires the gap \(\varepsilon_v-\varepsilon_o\) to exceed \((oo|vv)-3(ov|ov)\), not zero. If that threshold is positive, a solution can obey aufbau and still be a maximum. If it is negative, a minimum can violate aufbau.

The second case occurs here. At the merger, the gap and the threshold are both \(-0.0063\) hartree. Just beyond \(R_c\) the pair consists of one minimum and one maximum, since the slope changes sign at each simple root. By continuity, both still have a negative gap. The new minimum therefore has its occupied orbital above its empty one. This window is narrow, since the gap at this minimum turns positive about 0.006 bohr beyond \(R_c\). Inside it, a plain SCF step that fills the lowest orbital would replace \(o\) by \(v\) and leave this solution, although it is a local minimum. Selecting the occupied orbital by its overlap with the previous one, instead of by its energy, does not cure this by itself. If the orbital is off by a small angle \(\theta\), then \(F_{ov}\approx E''\theta/4\), and diagonalizing \(F\) turns the orbital by about \(-F_{ov}/(\varepsilon_v-\varepsilon_o)\). The error left after the step is

\[
\theta_{\rm new}\approx\theta\,\frac{(oo|vv)-3(ov|ov)}{\varepsilon_v-\varepsilon_o}.
\]

At a minimum with a negative gap, the threshold in the numerator is more negative than the gap, so the ratio exceeds one and the error grows. A safer way to reach this minimum is to lower the energy directly, starting nearby and taking small rotations against the slope \(4F_{ov}\).

By 10 bohr both minima have positive gaps, \(0.093\) and \(0.107\) hartree. They obey aufbau, so the orbital order alone does not tell you which has the lower energy. Nor does a positive gap guarantee that plain SCF steps converge. With the printed gaps and curvatures, the error ratio above is about \(-3.5\) and \(-3.0\) at these two minima. Without damping or extrapolation, a small error therefore changes sign and grows at each step, so lowering the energy directly remains the safer route.

**How far the count can be trusted**

The count covers real, closed-shell determinants in this two-function space. A minimum on the circle may become a saddle when complex coefficients, 2p functions, core relaxation or different orbitals for the two spins are allowed. Complex coefficients already do this within the two functions. For \(o\cos\theta+i\,v\sin\theta\) the density has no \(ov\) cross term, and the same expansion gives \(E''=4[\varepsilon_v-\varepsilon_o+(ov|ov)-(oo|vv)]\). At 10 bohr this is \(-0.027\) hartree for the antibonding minimum and \(+0.027\) hartree for the bonding one, so the antibonding solution is a minimum only among real orbitals. With real orbitals in the full STO-3G basis, lowering the energy from the antibonding solution ends at the bonding one at 4.3, 5 and 6 bohr, while at 10 bohr it remains a local minimum. At 3 bohr, relaxed RHF in the full STO-3G basis gives \(-7.862\) hartree. The two-function minimum is \(0.058\) hartree higher. Almost all of this comes from omitting 2p, since relaxing the core without 2p gains only \(0.00001\) hartree. STO-3G itself lies \(0.124\) hartree above RHF in the cc-pVTZ basis, which gives \(-7.987\) hartree. The value of \(R_c\) belongs to this model and to the shape of its two functions. It moves to \(4.20\) bohr with STO-6G, and to \(5.82\) bohr with atomic Li 2s and H 1s orbitals built from the cc-pVTZ s functions, although the count still goes from two at 1.5 bohr to four at 10 bohr. None of these calculations includes electron correlation.

The spin restriction matters greatly at 10 bohr. Put one electron in \(a\) and one of opposite spin in \(b\), with the same core. There is no exchange between them, so the energy is

\[
\begin{aligned}
E_{\rm core}+h_{aa}+h_{bb}+(aa|bb)
&=-7.035-0.280-0.567+0.100\\
&=-7.782\ \text{hartree}.
\end{aligned}
\]

This lies \(0.206\) hartree below the best closed-shell solution. Finding all the roots of \(P\) identifies the lowest solution within the closed-shell model, but it does not repair that model's description of a broken bond.

## Table of computed values

```
LiH, STO-3G without Li 2p, frozen Li+ core; energies in hartree
R/bohr: number of real stationary solutions
   1.5: 2
   2.0: 2
   3.0: 2
   4.0: 2
   5.0: 4
   6.0: 4
   7.0: 4
   8.0: 4
   9.0: 4
  10.0: 4
R=1.5 bohr: s=0.531176, E_core=-6.465614
  h_aa, h_ab, h_bb: -0.540204 -0.450923 -0.855726
  (aa|aa) (aa|ab) (aa|bb): 0.282245 0.170681 0.339263
  (ab|ab) (ab|bb) (bb|bb): 0.134392 0.306796 0.784687
  p0..p4/hartree: -0.572880 -1.380985 -0.377785 0.732802 0.425571
  t=-0.56864 E=-7.033481 Li pop=1.9408 gap=-0.08661 E''=-1.07197 max
  t=1.33401 E=-7.524994 Li pop=0.8142 gap=0.48432 E''=1.84705 min
R=3.0 bohr: s=0.392658, E_core=-6.802043
  h_aa, h_ab, h_bb: -0.470027 -0.358087 -0.789135
  (aa|aa) (aa|ab) (aa|bb): 0.282245 0.112507 0.279059
  (ab|ab) (ab|bb) (bb|bb): 0.073889 0.224143 0.777827
  p0..p4/hartree: -0.687382 -1.596566 -0.163974 0.983108 0.518015
  t=-0.52203 E=-7.241162 Li pop=1.8434 gap=-0.17846 E''=-1.25610 max
  t=1.21121 E=-7.804346 Li pop=0.8634 gap=0.47504 E''=2.08037 min
R=10.0 bohr: s=0.007574, E_core=-7.035448
  h_aa, h_ab, h_bb: -0.280035 -0.006269 -0.566582
  (aa|aa) (aa|ab) (aa|bb): 0.282245 0.000940 0.099998
  (ab|ab) (ab|bb) (bb|bb): 0.000023 0.003287 0.774606
  p0..p4/hartree: -0.021386 -1.875302 0.002122 1.552379 0.018233
  t=-85.12771 E=-7.393898 Li pop=0.0001 gap=-0.28809 E''=-1.55170 max
  t=-1.10123 E=-7.563111 Li pop=0.9031 gap=0.09332 E''=1.67145 min
  t=-0.01140 E=-7.313150 Li pop=1.9999 gap=-0.36886 E''=-1.87493 max
  t=1.09707 E=-7.576282 Li pop=0.9083 gap=0.10661 E''=1.72555 min
Count changes found with 0.1 bohr scan step: 1
Critical R=4.139022 bohr = 2.190276 angstrom: 2 -> 4
  merging t=-1.70137, E=-7.428007, Li pop=0.3706
  gap=-0.00626, (oo|vv)-3(ov|ov)=-0.00626 hartree
  pair-angle ratio at distances 4e-5 and 1e-5 bohr: 2.0000
R=3 bohr: lowest two-function energy -7.804346 hartree
R=3 bohr: relaxed full STO-3G RHF -7.862246 hartree
Core-freezing plus omitted-2p cost 0.057901 hartree
```
